# Knock-on displacement of carbon atoms by fast electrons

## Problem

A beam of electrons with kinetic energy $T$ passes through a thin carbon specimen. Now and then an electron is deflected so strongly by a nucleus that the atom is knocked out of its place.

(a) Find the largest kinetic energy that an electron of mass $m$ can give to a free atom of mass $M$ at rest. Evaluate it for carbon-12 at $T=80$ keV.

(b) Suppose that an atom leaves its site whenever it receives more than $E_d=20$ eV, whatever the direction of the recoil. From which beam energy on can atoms at rest be displaced?

(c) Estimate the cross section for displacement above this threshold, and the electron dose needed at 200 keV.

(d) How does the cross section behave just above threshold and at high beam energy?

The value 20 eV is a round model parameter, not a measured property of a particular form of carbon. Units with $\hbar=c=1$ are used in the derivations, so masses and momenta are energies. Lengths are recovered with $\hbar c=197.327$ MeV fm. The data are $m=510.999$ keV, $M=11.17793$ GeV and $Z=6$.

## Solution

### (a) The largest recoil

The electron has total energy $E=T+m$, and its momentum follows from $E^2=p^2+m^2$:

$$p^2=(T+m)^2-m^2=T(T+2m).$$

Its speed is $\beta=p/E$. With the atom at rest, the total momentum is $p$ and the total energy is $E+M$. The centre-of-mass frame therefore moves along the beam with speed

$$V=\frac{p}{E+M},\qquad \gamma=\frac{1}{\sqrt{1-V^2}}.$$

In that frame the atom comes in with energy $\gamma M$ and momentum $-\gamma MV$ along the beam. The electron has the opposite momentum. After the collision the two momenta are again opposite. Their common magnitude is unchanged, because the sum of the two energies grows steadily with this magnitude and must keep its value. The collision only turns the momenta by some angle $\theta^*$. The atom then has energy $\gamma M$ and the component $-\gamma MV\cos\theta^*$ along the beam. Transforming its energy back to the laboratory and subtracting the rest energy gives the recoil energy

$$E_R=\gamma\left(\gamma M-V\gamma MV\cos\theta^*\right)-M
=M\left[\gamma^2(1-V^2\cos\theta^*)-1\right].$$

Since $1=\gamma^2(1-V^2)$, this is

$$E_R=M\gamma^2V^2(1-\cos\theta^*)=2M\gamma^2V^2\sin^2\frac{\theta^*}{2}.$$

The recoil is largest for $\theta^*=\pi$, when the electron is thrown straight back. To express the maximum by the beam energy, use

$$\gamma^2V^2=\frac{V^2}{1-V^2}=\frac{p^2}{(E+M)^2-p^2}
=\frac{p^2}{m^2+M^2+2EM},$$

where $E^2-p^2=m^2$. With $E=T+m$ the denominator becomes $(M+m)^2+2MT$, so that

$$E_{\max}=\frac{2M\,T(T+2m)}{(M+m)^2+2MT}.$$

This holds for any masses. When $m$ and $T$ are both much smaller than $M$, the denominator is close to $M^2$, and

$$\boxed{E_{\max}\simeq\frac{2T(T+2m)}{M}=\frac{(2p)^2}{2M}}$$

The last form shows the physics. The electron reverses its momentum, the atom takes up $2p$, and a heavy atom turns this into the small energy $(2p)^2/2M$. To first order, the heavy-target formula is too large by the fraction $2(m+T)/M$.

For carbon at 80 keV,

$$p^2=80\,(80+1022.0)\ \text{keV}^2,\qquad p=296.9\ \text{keV},$$

$$E_{\max}=\frac{2\,(296.9\times10^{3}\ \text{eV})^2}{11.178\times10^{9}\ \text{eV}}=15.8\ \text{eV}.$$

The full expression gives 15.7722 eV and the heavy-target formula 15.7739 eV, a relative difference of $1.1\times10^{-4}$. A numerical solution of the conservation laws also gives 15.7722 eV. Relativity matters more: the slow-electron formula $4mT/M$ is smaller than the heavy-target formula by the factor $1+T/2m$, which is 1.08 here.

### (b) The threshold beam energy

Setting $E_{\max}=E_d$ in the heavy-target formula gives $T^2+2mT=ME_d/2$. Adding $m^2$ to both sides completes the square, and the positive root is

$$T_{\rm th}=\sqrt{m^2+\tfrac12ME_d}-m .$$

For $E_d=20$ eV the square root is 610.66 keV, so $T_{\rm th}=99.66$ keV. An 80 keV beam cannot displace a carbon atom at rest in this model.

The words "at rest" matter. Let the atom already move along the beam with kinetic energy $E_0$, and so with momentum $\sqrt{2ME_0}$. A reversed electron still adds very nearly $2p=\sqrt{2ME_{\max}}$. The final kinetic energy is

$$\frac{\left(\sqrt{2ME_0}+\sqrt{2ME_{\max}}\right)^2}{2M}=\left(\sqrt{E_0}+\sqrt{E_{\max}}\right)^2 .$$

The cross term $2\sqrt{E_0E_{\max}}$ makes a small initial energy count for much more than itself. To reach 20 eV at 80 keV the atom needs

$$E_0=\left(\sqrt{20}-\sqrt{15.77}\right)^2\text{eV}=0.25\ \text{eV},$$

although 4.2 eV are missing. Atomic vibration therefore softens the threshold. By how much depends on the distribution of atomic velocities, which is not treated here.

### (c) The displacement cross section

**Scattering amplitude.** At tree level the electron and the nucleus exchange one photon. The nucleus is taken as a point charge without magnetic moment. It stays so slow that the exchange reduces to first-order scattering in its static Coulomb field, with potential energy $-Z\alpha/r$. In the same heavy-target limit $\theta^*$ may be replaced by the laboratory angle $\theta$, and the electron keeps the magnitude of its momentum. The momentum transfer is then $q=2p\sin(\theta/2)$.

The Fourier transform of $1/r$ is defined by adding a factor $e^{-\mu r}$ and letting $\mu\to0$ at the end. The angular integral leaves

$$\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\,\frac{e^{-\mu r}}{r}
=\frac{4\pi}{q}\int_0^\infty \sin(qr)\,e^{-\mu r}dr
=\frac{4\pi}{q^2+\mu^2}.$$

Hence $|V(q)|=4\pi Z\alpha/q^2$. The sign of the charge drops out at this order.

**Golden rule.** Take plane waves in a unit volume with spinors normalized to $u^\dagger u=1$. The matrix element is $V(q)\,u'^\dagger u$. The number of final states per energy and solid angle is $p^2(dp/dE)/(2\pi)^3=pE/(2\pi)^3$, because $p\,dp=E\,dE$. The incoming flux is $\beta=p/E$. Dividing the transition rate by the flux gives

$$\frac{d\sigma}{d\Omega}=\frac{E}{p}\,2\pi\,|V(q)|^2S\,\frac{pE}{(2\pi)^3}
=\frac{E^2}{4\pi^2}|V(q)|^2S ,$$

where $S$ is $|u'^\dagger u|^2$ summed over final spins and averaged over initial spins.

**Spin factor.** The Dirac equation for a free electron has the positive-energy solutions

$$u=N\begin{pmatrix}\chi\\[2pt] \dfrac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\,\chi\end{pmatrix},\qquad N^2=\frac{E+m}{2E},$$

with a normalized two-component spinor $\chi$. The value of $N^2$ follows from $u^\dagger u=N^2(1+k)=1$, where

$$k=\frac{p^2}{(E+m)^2}=\frac{E-m}{E+m}.$$

The product of Pauli matrices is $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=p^2(\cos\theta+i\,\boldsymbol\sigma\cdot\mathbf n\sin\theta)$, with $\mathbf n$ the unit vector along $\mathbf p'\times\mathbf p$. Therefore

$$u'^\dagger u=N^2\chi'^\dagger\left[1+k\cos\theta+ik\sin\theta\,\boldsymbol\sigma\cdot\mathbf n\right]\chi .$$

The spin sum and average is half the trace of the bracket's adjoint times the bracket. Since $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, the cross terms cancel and

$$S=N^4\left[(1+k\cos\theta)^2+k^2\sin^2\theta\right]=N^4\left[1+2k\cos\theta+k^2\right].$$

Insert $N^4=(E+m)^2/4E^2$ and use $k(E+m)^2=p^2$:

$$S=\frac{(E+m)^2+2p^2\cos\theta+(E-m)^2}{4E^2}=\frac{E^2+m^2+p^2\cos\theta}{2E^2}.$$

With $m^2=E^2-p^2$ this becomes

$$S=1-\frac{p^2}{2E^2}(1-\cos\theta)=1-\beta^2\sin^2\frac{\theta}{2}.$$

For backscattering $S=1-\beta^2=m^2/E^2$. The collisions that give the largest recoil are thus the ones most reduced by the spin factor.

**Integration over recoil energies.** Define the length

$$a=\frac{Z\alpha}{p\beta}=\frac{Z\alpha E}{p^2}.$$

Inserting $V(q)$ with $q^4=16p^4\sin^4(\theta/2)$ gives

$$\frac{d\sigma}{d\Omega}=\frac{a^2}{4\sin^4(\theta/2)}\left(1-\beta^2\sin^2\frac\theta2\right).$$

By part (a), $y=\sin^2(\theta/2)$ is the fraction $E_R/E_{\max}$. Its differential is $dy=\tfrac12\sin\theta\,d\theta$, so a ring of solid angle is $d\Omega=2\pi\sin\theta\,d\theta=4\pi\,dy$. Displacement requires $E_R>E_d$, that is $y>1/x$ with $x=E_{\max}/E_d$. Hence, for $x>1$,

$$\sigma=\pi a^2\int_{1/x}^{1}\frac{1-\beta^2y}{y^2}\,dy,$$

$$\boxed{\sigma=\pi a^2\left[x-1-\beta^2\ln x\right]}$$

For $x\le1$ the cross section is zero in this model.

**Slow-electron check.** For $\beta\to0$ the result is $\pi a^2(x-1)$ with $a=Z\alpha m/p^2$. Classical mechanics gives the same. On an attractive Coulomb orbit with impact parameter $b$, the angular momentum is $pb=mr^2\dot\varphi$, and the angle $\varphi$ from the symmetry axis runs over $\pm(\pi+\theta)/2$. The momentum change along the axis is

$$2p\sin\frac\theta2=\int\frac{Z\alpha}{r^2}\cos\varphi\,dt=\frac{Z\alpha m}{pb}\int\cos\varphi\,d\varphi=\frac{2Z\alpha m}{pb}\cos\frac\theta2 ,$$

so $b=a\cot(\theta/2)$. Deflections beyond the angle with $\sin^2(\theta/2)=1/x$ come from a disc of area $\pi b^2=\pi a^2(x-1)$.

**Numbers at 200 keV.** Here $p=494.4$ keV, $\beta=0.6953$ and $E_{\max}=43.73$ eV, so $x=2.186$. An electron must be deflected by more than about $85^\circ$ to displace an atom. The length and area are

$$a=\frac{0.0438\times197.3\ \text{MeV fm}}{0.4944\ \text{MeV}\times0.6953}\approx25.1\ \text{fm},\qquad \pi a^2=19.85\ \text{barn},$$

with 1 barn $=100$ fm². The bracket is

$$2.186-1-0.4835\times0.7823=0.808,$$

and therefore

$$\sigma=19.85\times0.808\ \text{barn}\approx16\ \text{barn}=1.6\times10^{-9}\ \text{nm}^2 .$$

Without the spin factor the result would be 23.5 barn, so spin removes about a third of it. The dose $1/\sigma\approx6\times10^{8}$ electrons per nm² gives an average of one displacement per atom, if the rate per atom stays constant.

| $T$ (keV) | $\beta^2$ | $E_{\max}$ (eV) | $\sigma$ (barn) |
|---:|---:|---:|---:|
| 80 | 0.252 | 15.8 | 0 |
| 120 | 0.344 | 24.5 | 7.7 |
| 200 | 0.483 | 43.7 | 16.0 |
| 300 | 0.603 | 71.0 | 17.5 |
| 1000 | 0.886 | 361.8 | 19.0 |

For the four energies above threshold, a direct integration over angles was made with numerically solved recoil energies and with spinors obtained by diagonalizing the Dirac Hamiltonian. It agrees with the closed formula to within 0.01 barn at each of these energies. This tests the kinematics, the spin algebra and the integration. It does not test the one-photon approximation, which both calculations share.

**Sensitivity to the threshold.** At fixed beam energy $x$ is proportional to $1/E_d$, so $dx/d\ln E_d=-x$ and $d\ln x/d\ln E_d=-1$. It follows that

$$\frac{d\ln\sigma}{d\ln E_d}=-\frac{x-\beta^2}{x-1-\beta^2\ln x}.$$

At 200 keV this is $-1.703/0.808=-2.1$: a small relative error in $E_d$ is doubled in $\sigma$. For $E_d=18$ eV the cross section is 19.9 barn, and for 22 eV it is 13.0 barn. Close to threshold the denominator tends to zero and the sensitivity grows without limit. There even a small error in $E_d$ can spoil the estimate, and so can the neglected motion of the atoms.

### (d) Two limits

**Just above threshold.** Put $x=1+\delta$ with small $\delta$. Since $\ln x=\delta-\delta^2/2+\dots$,

$$x-1-\beta^2\ln x=(1-\beta^2)\,\delta+\tfrac12\beta^2\delta^2+\dots$$

The cross section starts linearly, $\sigma\simeq\pi a^2(1-\beta^2)\delta$. The factor $1-\beta^2$ is the spin factor for backscattering, since only nearly reversed electrons contribute. At $T=101.65$ keV, where $\delta=0.0218$, the linear law gives 1.024 barn and the direct integration 1.023 barn. This agreement is closer than the linear law deserves. The omitted quadratic term would raise it by about 0.5 percent. The heavy-target formula overstates $E_{\max}$ by $1.1\times10^{-4}$, which changes the small difference $x-1$ by about 0.5 percent in the other direction. The two errors nearly cancel.

**High beam energy.** From $E_{\max}=2p^2/M$,

$$a^2x=\frac{(Z\alpha)^2}{p^2\beta^2}\,\frac{2p^2}{ME_d}=\frac{2(Z\alpha)^2}{ME_d\,\beta^2}.$$

The beam momentum cancels: a faster electron is deflected less, but a smaller deflection now suffices. Taking this factor out of the cross section gives

$$\sigma=\frac{2\pi(Z\alpha)^2}{ME_d\,\beta^2}\left[1-\frac1x-\beta^2\frac{\ln x}{x}\right].$$

For $m\ll T\ll M$ and $x\gg1$ the bracket and $\beta$ tend to one, and the cross section approaches the plateau

$$\sigma_\infty=\frac{2\pi(Z\alpha)^2}{ME_d}\approx21\ \text{barn}.$$

The table shows that 1000 keV already reaches 19.0 barn. Although $E_{\max}$ grows by a factor of eight between 200 and 1000 keV, the cross section rises by less than a fifth. Two changes largely compensate each other here. The bracket grows from 0.37 to 0.80, because the terms with $1/x$ and $\ln x/x$ shrink, while the prefactor $1/\beta^2$ falls to 0.55 of its value. The balance depends on $E_d$. For 20 eV the formula rises steadily towards the plateau. For $E_d=17$ eV and below it passes through a maximum, and for $E_d=10$ eV this maximum lies near 120 keV at 1.36 times the plateau. The approach to the plateau can be read from the recoil spectrum, which follows from the integrand of part (c) with $y=E_R/E_{\max}$:

$$\frac{d\sigma}{dE_R}=\frac{2\pi(Z\alpha)^2}{M\beta^2}\,\frac{1}{E_R^2}\left(1-\beta^2\frac{E_R}{E_{\max}}\right).$$

Additional energy does three things. It allows harder recoils. It weakens the spin suppression of the recoils that were already possible, because $\beta^2E_R/E_{\max}=ME_R/2E^2$ falls at fixed $E_R$. And it lowers the prefactor $1/\beta^2$, which works against the two gains. All three changes become small at high beam energy: $\beta$ is then close to one, and most displacing recoils lie far below $E_{\max}$, where the spin factor is close to one as well.

### What the estimate leaves out

A displacing collision needs a momentum transfer of at least $\sqrt{2ME_d}=669$ keV. The corresponding length $\hbar/q$ is 295 fm. The hydrogenic 1s radius of carbon is 8820 fm, so the electron passes far inside the electron cloud and feels the nearly unscreened nuclear charge. To test this, the whole cloud was replaced by a Yukawa screening with the 1s radius as its range, a deliberately strong choice. It lowers the cross section at 200 keV by 0.17 percent.

In the other direction, 295 fm is much larger than a nucleus of a few fm, so the point charge is adequate near the threshold recoil. At beam energies of tens of MeV the hardest recoils do resolve the nucleus, and the point-charge spectrum fails there.

Exchange of more than one photon is omitted. The expansion parameters are $Z\alpha=0.044$ and $Z\alpha/\beta$, which is 0.063 at 200 keV. They suggest a small correction for carbon, but they give neither its size nor its dependence on the beam energy. The exact partial-wave solution of the Dirac equation in the point Coulomb field gives 7.8, 16.4, 18.1 and 19.7 barn at 120, 200, 300 and 1000 keV. This is 0.9, 2.4, 3.4 and 3.4 percent above the tree-level values, so the last digit of the cross sections in the table belongs to the approximation and not to the exact scattering problem. For heavy elements they are no longer small, and the tree-level formula should not be relied on.

The solid is simplified as well. A single sharp $E_d$ ignores the dependence on recoil direction, the motion of the atoms and any weakening of bonds by electronic excitation. Displacements caused by an already displaced atom are not counted either. For a free atom at rest, the heavy-target formula of part (a) is accurate to about one part in ten thousand at 80 keV. The cross section is an estimate for a chosen threshold energy, and close to threshold it depends strongly on that choice.

## Computed values

```
electron mass m = 510.999 keV
carbon-12 mass M = 11.17793 GeV, Z = 6
Z alpha = 0.0438
hbar c = 197.327 MeV fm
model threshold E_d = 20.0 eV
80 keV: momentum p = 296.92 keV
80 keV: E_max, heavy-target formula = 15.7739 eV
80 keV: E_max, full kinematics = 15.7722 eV
80 keV: E_max, solved numerically = 15.7722 eV
80 keV: relative error of formula = 1.06e-04
80 keV: atomic energy E_0 needed to reach E_d = 0.250 eV
threshold beam energy T_th = 99.66 keV
T = 80 keV: beta^2 = 0.2524, E_max = 15.77 eV, sigma = 0.00 barn
T = 120 keV: beta^2 = 0.3442, E_max = 24.52 eV, sigma = 7.75 barn
T = 200 keV: beta^2 = 0.4835, E_max = 43.73 eV, sigma = 16.04 barn
T = 300 keV: beta^2 = 0.6030, E_max = 70.96 eV, sigma = 17.50 barn
T = 1000 keV: beta^2 = 0.8856, E_max = 361.78 eV, sigma = 19.02 barn
T = 120 keV: sigma by quadrature = 7.75 barn
T = 200 keV: sigma by quadrature = 16.04 barn
T = 300 keV: sigma by quadrature = 17.50 barn
T = 1000 keV: sigma by quadrature = 19.02 barn
200 keV: momentum p = 494.37 keV, beta = 0.6953
200 keV: x = 2.1864, ln x = 0.7823
200 keV: length a = 25.13 fm
200 keV: pi a^2 = 19.85 barn
200 keV: bracket = 0.8082
200 keV: sigma = 16.04 barn = 1.604e-09 nm^2
200 keV: sigma without spin factor = 23.55 barn
200 keV: sigma for E_d = 18 eV = 19.85 barn
200 keV: sigma for E_d = 22 eV = 13.01 barn
200 keV: dose 1/sigma = 6.23e+08 electrons per nm^2
near threshold: T = 101.65 keV, x - 1 = 0.0218
near threshold: linear onset = 1.024 barn
near threshold: quadrature = 1.023 barn
high-energy plateau = 20.98 barn
smallest displacing momentum transfer = 668.7 keV
its length hbar/q = 295 fm
1s radius of carbon, hydrogenic = 8820 fm
200 keV: loss of sigma by strong screening = 0.17 %
```
